\section*{Virtual-orbital level shifting in a two-level self-consistent problem}

\section{The decision}

A reaction barrier is a difference between two energies. Suppose the reactant converges without help, while the self-consistent iteration for the stretched structure jumps back and forth. A level shift on the virtual orbitals may stop the jumping. One must then decide how large to make it, and whether the energy obtained with it may be subtracted from an energy obtained without it.

It may, provided that the shift is built from the current orbitals and the iteration has reached the intended solution. The shift leaves the stationary condition unchanged, but it can change which solution is reached. Two electrons on two sites show both facts by hand.

\section{Two sites by hand}

Let $a$ and $b$ be orthonormal site functions. One real orbital $o$ holds both electrons, and $v$ is empty:
\begin{equation}
o=\cos\theta\,a+\sin\theta\,b,\qquad
v=-\sin\theta\,a+\cos\theta\,b .
\end{equation}
Angles differing by $180^\circ$ describe the same density. Let the hopping element be $-t$ and let two electrons on one site repel by $U$. In closed-shell mean field an electron feels the one electron of opposite spin, whose population on $a$ is $\cos^2\theta$. Hence
\begin{equation}
F_{aa}=U\cos^2\theta,\qquad F_{bb}=U\sin^2\theta,\qquad F_{ab}=-t .
\end{equation}
The element that mixes occupied and virtual orbitals is
\begin{align}
F_{ov}&=\sin\theta\cos\theta\,(F_{bb}-F_{aa})
+(\cos^2\theta-\sin^2\theta)F_{ab}\nonumber\\
&=-\tfrac12U\sin2\theta\cos2\theta-t\cos2\theta\nonumber\\
&=-\cos2\theta\left(t+\tfrac12U\sin2\theta\right).
\end{align}
The gap, defined as $\Delta=F_{vv}-F_{oo}$, is
\begin{align}
\Delta&=(\sin^2\theta-\cos^2\theta)(F_{aa}-F_{bb})
-4\sin\theta\cos\theta\,F_{ab}\nonumber\\
&=2t\sin2\theta-U\cos^22\theta .
\end{align}

Take $t=1$ eV and $U=4$ eV. The bonding orbital, $\theta=45^\circ$, has $F_{ov}=0$ and $\Delta=2$ eV. Displace it by a small angle $x$ in radians. Then $\cos2\theta\approx-2x$ and $\sin2\theta\approx1$, so
\begin{equation}
F_{ov}\approx2x(t+U/2)=(2t+U)x=6x\ \text{eV}.
\end{equation}
First-order perturbation theory turns the occupied orbital by minus the coupling divided by the gap, here $-6x/2=-3x$. The new error is $x-3x=-2x$: each diagonalization overshoots and doubles the error.

Now raise the current virtual orbital by $\lambda$. The denominator becomes $2+\lambda$ (in eV), and
\begin{equation}
x_{\rm new}=x-\frac{6x}{2+\lambda}=\frac{\lambda-4}{\lambda+2}\,x .
\end{equation}
For $\lambda=1.5$ eV the factor is $-0.71$, and the error dies out. For $\lambda=4$ eV it vanishes to first order. The numerator $F_{ov}$ was not altered, so the solution has not moved.

\section{The rotation for any two-level problem}

Let $h$ be the one-electron matrix and $(pq|rs)$ the repulsion integrals over real orbitals. The closed-shell Fock matrix is
\begin{equation}
F_{pq}=h_{pq}+2(pq|oo)-(po|oq).
\end{equation}
Define $Q=|v\rangle\langle v|$, rebuilt at every iteration, and diagonalize $F+\lambda Q$ with $\lambda\ge0$. Since $Qo=0$ and $Qv=v$, its matrix in the current orbitals is
\begin{equation}
\begin{pmatrix}F_{oo}&F_{ov}\\F_{ov}&F_{vv}+\lambda\end{pmatrix}.
\end{equation}
The next occupied orbital is the lower eigenvector, written $\cos\delta\,o+\sin\delta\,v$. It minimizes the expectation value
\begin{align}
w(\delta)&=F_{oo}\cos^2\delta+(F_{vv}+\lambda)\sin^2\delta
+2F_{ov}\sin\delta\cos\delta\nonumber\\
&=\tfrac12(F_{oo}+F_{vv}+\lambda)
-\tfrac12\left[(\Delta+\lambda)\cos2\delta-2F_{ov}\sin2\delta\right].
\end{align}
Put $\Delta+\lambda=R\cos\alpha$ and $-2F_{ov}=R\sin\alpha$ with $R>0$. The bracket is $R\cos(2\delta-\alpha)$, which is largest at $2\delta=\alpha$. Therefore
\begin{equation}
\delta=\tfrac12\operatorname{atan2}(-2F_{ov},\,\Delta+\lambda),
\label{eq:turn}
\end{equation}
where $\operatorname{atan2}(y,x)$ is the polar angle of the point $(x,y)$.

For $F_{ov}\ne0$, $\cot|\alpha|=(\Delta+\lambda)/(2|F_{ov}|)$ rises with $\lambda$. The cotangent is a decreasing function between $0$ and $\pi$, so $|\alpha|$, and with it $|\delta|$, falls. This is the damping. When $\Delta+\lambda>0$ and the coupling is small,
\begin{equation}
\delta\approx-\frac{F_{ov}}{\Delta+\lambda}.
\end{equation}

The iteration stands still, $\delta=0$, exactly when
\begin{equation}
F_{ov}=0\quad\text{and}\quad\Delta+\lambda>0 .
\end{equation}
The equation does not contain $\lambda$; the inequality, which decides which orbital is filled, does. At a fixed point the eigenvalues are $F_{oo}$ and $F_{vv}+\lambda$. The occupied level is untouched, and $\lambda$ must be subtracted from the virtual one before it is reported. The total energy is evaluated with the original $h$ and repulsion integrals, so it contains no shift.

\section{Why the condition is an energy condition}

With $E_{\rm nuc}$ the fixed nuclear repulsion, the energy is
\begin{equation}
E=2h_{oo}+(oo|oo)+E_{\rm nuc}.
\end{equation}
Primes denote derivatives with respect to $\theta$, so $o'=v$ and $v'=-o$. Each of the two factors $o$ in $h_{oo}$, and each of the four in $(oo|oo)$, contributes equally:
\begin{equation}
E'=4h_{ov}+4(ov|oo)=4F_{ov}.
\end{equation}
The last step uses $F_{ov}=h_{ov}+2(ov|oo)-(oo|ov)=h_{ov}+(ov|oo)$. Thus $F_{ov}=0$ means that the energy is stationary.

Differentiating $F_{ov}$ gives $F_{vv}-F_{oo}$ from the orbitals, plus the response of the Fock matrix to the changed density:
\begin{align}
F_{ov}'&=\Delta+2\left[(ov|vo)+(ov|ov)\right]-(ov|ov)-(oo|vv)\nonumber\\
&=\Delta+\kappa,\qquad \kappa=3(ov|ov)-(oo|vv).
\end{align}
Consequently $E''=4(\Delta+\kappa)$. On two sites at $45^\circ$, both integrals equal $U/2$, giving $\kappa=U$ as found by hand.

\section{How large a shift}

At a small error $x$ from a solution, $F_{ov}\approx(\Delta+\kappa)x$, with $\Delta$ and $\kappa$ taken at the solution. For $\Delta+\lambda>0$ one iteration multiplies the error by
\begin{equation}
m=1-\frac{\Delta+\kappa}{\Delta+\lambda}
=\frac{\lambda-\kappa}{\Delta+\lambda}.
\label{eq:m}
\end{equation}
Local convergence requires $|m|<1$. The side $m<1$ demands $\Delta+\kappa>0$, an energy minimum. The side $m>-1$ gives $\lambda-\kappa>-\Delta-\lambda$, or
\begin{equation}
\lambda>\lambda_c=\frac{\kappa-\Delta}{2}.
\end{equation}
At a minimum $\lambda_c>-\Delta$, so this also secures the correct filling. If $\lambda_c$ is negative, no shift is needed for convergence from a sufficiently small error; a distant start may still behave differently.

Three cases follow.
\begin{itemize}
\item At $\lambda=\kappa$, $m=0$. The small rotation is $-F_{ov}/(\Delta+\kappa)=-E'/E''$, a Newton step.
\item At a minimum, $m$ approaches $1$ from below as $\lambda\to\infty$. The iteration is stable but slow.
\item At an energy maximum with $E''<0$, $m>1$ for every $\lambda>-\Delta$. A small error grows, however large the shift.
\end{itemize}

A stronger condition controls the iteration far from a solution. Let $M$ be the largest value of $E''$ over all $\theta$. Since $E'$ is periodic, $E''$ averages to zero and $M\ge0$. Taylor's theorem gives
\begin{equation}
E(\theta+\delta)\le E(\theta)+4F_{ov}\delta+\tfrac12M\delta^2 .
\end{equation}
By Eq.~(\ref{eq:turn}), $\delta$ and $F_{ov}$ have opposite signs. If $\Delta+\lambda>0$, then $\arctan y\le y$ for $y\ge0$ gives $|\delta|\le|F_{ov}|/(\Delta+\lambda)$. Hence $4F_{ov}\delta=-4|F_{ov}||\delta|\le-4(\Delta+\lambda)\delta^2$, and
\begin{equation}
E(\theta)-E(\theta+\delta)\ge
\left[4(\Delta+\lambda)-\tfrac12M\right]\delta^2 .
\end{equation}
The bracket is positive everywhere if
\begin{equation}
\lambda>\frac M8-\min_\theta\Delta .
\label{eq:safe}
\end{equation}
The energy then never rises. It is bounded below, so the sum of all $\delta^2$ is finite and $\delta\to0$. Because $\Delta+\lambda$ is bounded and positive, Eq.~(\ref{eq:turn}) then forces $F_{ov}\to0$. The condition is sufficient, not necessary, and it does not promise the lowest minimum.

\section{Two ways to get a different answer}

The first is to reach another solution. On two sites the antibonding orbital, $\theta=-45^\circ$, also has $F_{ov}=0$. There $\Delta=-2$ eV and $\kappa=4$ eV, so $E''=8$ eV/rad$^2$: it is a local minimum in $\theta$, although its occupied level lies above its virtual level. Equation~(\ref{eq:m}) gives $m=1/3$ for $\lambda=5$ eV, and the iteration is held there. This holds for real orbitals. Along an imaginary occupied--virtual rotation the curvature is $-8$ eV/rad$^2$, so the point is a saddle, and an iteration with complex coefficients leaves it for the bonding solution. For $\lambda=1.5$ eV, $\Delta+\lambda=-0.5$ eV; the orbitals nearly exchange, and the iteration leaves for the bonding side.

Both runs were made from $-42.135^\circ$. The smaller shift led to an energy of 0 eV, the larger to 4 eV. The energy function
\begin{equation}
E=-2t\sin2\theta+U\left(1-\tfrac12\sin^22\theta\right)
\end{equation}
gives 0 eV at $45^\circ$ and 4 eV at $-45^\circ$, in agreement with the runs. Neither number contains the shift; they belong to different solutions.

The second way is to freeze the projector at the initial guess $\theta_0$. Let $\omega=\theta-\theta_0$ and let $v_0$ be the initial virtual orbital. Then $\langle o|v_0\rangle=\sin\omega$ and $\langle v|v_0\rangle=\cos\omega$, so the frozen shift adds
\begin{equation}
\lambda\sin\omega\cos\omega=\tfrac12\lambda\sin2\omega
\end{equation}
to $F_{ov}$. A true solution is in general no longer stationary. With the current projector this extra term is absent.

\section{A stretched hydrogen molecule}

In the STO-3G basis H$_2$ has two spatial functions, so it is a complete two-level problem. The functions are orthogonalized symmetrically, with $a$ and $b$ belonging mainly to one atom each. The H--H distance is 0.30 nm, and an axial field of 3 V/nm favours $a$. Restricted Hartree--Fock (RHF) places both electrons in one spatial orbital.

At the solution the gap is $\Delta=5.4053$ eV and $\kappa=11.4407$ eV. Therefore
\begin{align}
E''&=4(5.4053+11.4407)=67.384\ \text{eV/rad}^2,\\
\lambda_c&=\frac{11.4407-5.4053}{2}=3.018\ \text{eV}
=0.1109\ \text{hartree}.
\end{align}
The best local shift is 11.44 eV, or 0.4204 hartree. These values belong to the minimal basis, not to the molecule. For the same geometry and field the threshold of local stability falls to 0.28 eV in 6-31G and to $-0.24$ eV in cc-pVTZ, where a small error dies out with no shift; the best shifts there are about 3.9 and 2.5 eV. Over the whole curve $M=67.590$ eV/rad$^2$ and the smallest gap is $-12.393$ eV. Condition~(\ref{eq:safe}) thus asks for more than $67.590/8+12.393=20.84$ eV.

All runs start at $17.189^\circ$, with 1.825 electrons on $a$. There $F_{ov}=-3.7916$ eV and $\Delta=-5.2083$ eV. For a 12 eV shift the first turn is
\begin{equation}
\delta=\tfrac12\operatorname{atan2}(7.5832,\,6.7917)=24.08^\circ .
\end{equation}
The lowest-energy solution lies at $43.473^\circ$, which is $26.28^\circ$ away. Without a shift the first turn is $62.24^\circ$, a large overshoot. The runs stop when $|F_{ov}|<10^{-9}$ eV:
\begin{center}
\begin{tabular}{rrrl}
$\lambda$ (eV) & first turn & $m$ & diagonalizations\\
0 & $62.24^\circ$ & $-2.117$ & not converged\\
1 & $59.51^\circ$ & $-1.630$ & not converged\\
5 & $45.79^\circ$ & $-0.619$ & 49\\
12 & $24.08^\circ$ & $0.032$ & 7\\
40 & $6.15^\circ$ & $0.629$ & 51
\end{tabular}
\end{center}
Too small and too large a shift are almost equally slow here, because $|m|$ is nearly the same at 5 and 40 eV. If $F_{ov}$ shrank by $|m|$ from the first step, the 40 eV run would need about $\ln(3.79\times10^9)/|\ln0.629|\approx48$ steps, close to the 51 observed.

Without a shift the density settles into a two-step cycle with 1.996 and 0.005 electrons on $a$. The iteration alternates between two nearly ionic pictures, H$^-$H$^+$ and H$^+$H$^-$. The converged density has 1.053 electrons on $a$ and 0.947 on $b$. From this start the three convergent shifts give this same density and energy. The curve has a second minimum in $\theta$ near $-43^\circ$, at $-16.655$ eV, 1.22 eV higher. Of evenly spaced starting angles, none end there at 3.2 eV, 44\% do at 5 eV, and 49\% do at 12, 21 and 40 eV.

The threshold was tested from an initial error of $10^{-3}$ rad. At $1.1\lambda_c$ the error fell below $10^{-7}$ rad; at $0.9\lambda_c$ it had grown to more than $0.01$ rad after 1500 steps.

At the solution the occupied level is $-4.913$ eV. A 12 eV shift moves the virtual eigenvalue from 0.492 to 12.492 eV and leaves the occupied one in place. If that shift instead uses the projector of the initial guess, $\omega=26.28^\circ$. The spurious coupling is $\tfrac12(12)\sin52.57^\circ=4.76$ eV, and the effective gap is $5.41+12\cos52.57^\circ=12.70$ eV. One diagonalization then turns the true solution by $\tfrac12\operatorname{atan2}(-9.53,12.70)=-18.4^\circ$.

\section{What convergence does not repair}

The RHF energy of the stretched molecule is $-17.876$ eV. Full configuration interaction, which includes all electron correlation available within the same two functions, gives $-25.406$ eV. The RHF energy is therefore 7.53 eV too high relative to that reference. At 0.074 nm, in the same field, the corresponding error is 0.56 eV. The errors do not cancel in the energy needed to stretch the bond from 0.074 to 0.30 nm: it is 12.51 eV in RHF and 5.54 eV with correlation. For the solutions compared here, no choice of $\lambda$ can remove this difference, since $\lambda$ is absent from their converged energies.

The stretched molecule is a stress case, not a located transition state. The electronic well depth of H$_2$ is about 4.75 eV (about 4.5 eV once zero-point energy is removed), so the RHF stretching energy is unusable as a cleavage energy. The assumption that fails is the single doubly occupied orbital; correcting it within this basis moves the result by 7.0 eV. The small basis matters too: RHF in cc-pVTZ gives 8.16 eV for the same stretch, and this falls by a further 0.07 eV, to 8.09 eV, in aug-cc-pVQZ. With full correlation the stretch costs 4.7 eV in cc-pVTZ and cc-pVQZ, so in these bases the correlation correction is 3.4 to 3.5 eV, half the minimal-basis value. The field is strong; its part here is to make the two atoms inequivalent. For a free H atom, a triangular barrier in this field gives a tunnelling exponent of 114, a factor near $10^{-50}$, so field ionization is negligible in that estimate. Nuclear motion is left out; it would enter a reaction rate.

\section{The method for many orbitals}

With overlap matrix $S$ and occupied coefficients $C$, set $P=CC^{\mathsf T}$. The shifted matrix is
\begin{equation}
F_\lambda=F+\lambda(S-SPS).
\end{equation}
Since $C^{\mathsf T}SC=1$, one finds $(S-SPS)C=SC-SC=0$. A virtual vector $c$ has $C^{\mathsf T}Sc=0$, so $(S-SPS)c=Sc$. The added term therefore raises the virtual block by $\lambda$ and leaves the occupied--virtual block $F_{ia}$ alone. With $F$ diagonal inside each block, first-order perturbation theory gives the admixture of virtual $a$ into occupied $i$ as
\begin{equation}
-\frac{F_{ai}}{\varepsilon_a-\varepsilon_i+\lambda}.
\end{equation}
The stationary condition remains $F_{ai}=0$ for every pair. The scalar threshold $\lambda_c$ does not carry over pair by pair, because changing one pair alters the Fock elements of the others.

In use, rebuild $P$ at each iteration and raise $\lambda$ in steps until the error dies out, but no further than needed: as on two sites, a larger shift can hold the iteration at a higher solution. A shift barely above the threshold of stability converges slowly, and so does a very large one. After convergence remove the shift from the virtual levels and inspect the unshifted gap. A negative value means that a filled level lies above an empty one, as in the two-site antibonding solution. It is a reason to look for a lower solution. A positive gap does not prove that the minimum is the lowest, so energies from other starting densities should be compared. Then judge the level of theory separately.

\section*{Numbers as computed}
\begin{verbatim}
H-H distance: 0.300 nm; axial field: 3.0 V/nm
start angle: 17.189 degrees
start electrons on a: 1.8253
start F_ov: -3.7916 eV
start gap: -5.2083 eV
solution angle: 43.4727 degrees
solution electrons on a: 1.0533
solution electrons on b: 0.9467
occupied level: -4.9131 eV
virtual level, unshifted: 0.4923 eV
virtual level with 12 eV shift: 12.4923 eV
gap at solution: 5.4053 eV
kappa at solution: 11.4407 eV
energy curvature: 67.3840 eV/rad^2
critical shift: 3.0177 eV = 0.11090 hartree
best local shift: 11.4407 eV = 0.42044 hartree
largest curvature: 67.5901 eV/rad^2
smallest gap on the curve: -12.3926 eV
shift sufficient for descent: 20.8414 eV
shift 0.0 eV: first turn 62.241 deg, m -2.1166, not converged
shift 1.0 eV: first turn 59.514 deg, m -1.6300, not converged
shift 5.0 eV: first turn 45.787 deg, m -0.6190, 49 diagonalizations
shift 12.0 eV: first turn 24.076 deg, m 0.0321, 7 diagonalizations
shift 40.0 eV: first turn 6.148 deg, m 0.6290, 51 diagonalizations
unshifted cycle, electrons on a: 1.9962 and 0.0047
frozen 12 eV projector turns solution by -18.441 deg
two-site model: hopping 1.0 eV, repulsion 4.0 eV
two-site start angle: -42.135 degrees
two-site upper-solution gap: -2.000 eV
two-site energy reached with 1.5 eV shift: 0.0000 eV
two-site energy reached with 5.0 eV shift: 4.0000 eV
RHF/STO-3G energy, stretched: -17.8760 eV
PySCF RHF/STO-3G energy, stretched: -17.8760 eV
full CI/STO-3G energy, stretched: -25.4055 eV
RHF correlation error, stretched: 7.5295 eV
RHF correlation error at 0.074 nm: 0.5584 eV
stretching energy, RHF/STO-3G: 12.5140 eV
stretching energy, full CI/STO-3G: 5.5429 eV
stretching energy, RHF/cc-pVTZ: 8.1557 eV
basis lowering of stretched RHF energy: 4.8010 eV
H-atom field-ionization exponent: 114.27 (dimensionless)
\end{verbatim}
